# Anderson–Pulay mixing of an atomic screening potential on a log grid

## Result

Let $U(r)$ be the screening potential of a spherical atom, $F(U)$ the screening potential produced by the occupied orbitals computed in $U$, and $R(U)=F(U)-U$ the residual. Suppose $m+1$ pairs $(U_i,R_i)$, $i=0,\dots,m$, are stored as vectors on the radial grid. Collect the differences $U_{j+1}-U_j$ as columns of $\Delta U$, and $R_{j+1}-R_j$ as columns of $\Delta R$. For a symmetric positive definite metric $W$, define $\|v\|_W^2=v^TWv$. If $\Delta R$ has full column rank, the Anderson–Pulay step is

$$U_{\rm next}=U_m+\beta R_m-(\Delta U+\beta\Delta R)g,\qquad g=(\Delta R^TW\Delta R)^{-1}\Delta R^TWR_m. \tag{1}$$

It is also the quasi-Newton step $U_{\rm next}=U_m-GR_m$, with

$$G=-\beta I+(\Delta U+\beta\Delta R)(\Delta R^TW\Delta R)^{-1}\Delta R^TW. \tag{2}$$

This $G$ obeys every stored secant condition, $G\Delta R=\Delta U$, and among such matrices is closest to $-\beta I$ in a norm fixed by $W$. The metric therefore belongs to the algorithm. On a logarithmic grid a plain dot product is the measure $dr/r$, whose weight near the nucleus depends on where the grid begins.

## The map being iterated

Hartree atomic units are used. The potential energy is $V=-Z/r+U$, and $u(r)$ is a radial orbital with $\int u^2dr=1$:

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V\right]u=Eu .$$

Put $x=\ln r$ and $u=r^{1/2}f(x)$. Since $d/dr=r^{-1}d/dx$,

$$\frac{du}{dr}=r^{-1/2}\left(f_x+\tfrac12f\right),\qquad
\frac{d^2u}{dr^2}=r^{-3/2}\left(f_{xx}-\tfrac14f\right).$$

The first-derivative terms cancel in the second expression. Multiplying the radial equation by $r^{3/2}$ and using $l(l+1)+\frac14=(l+\frac12)^2$ gives

$$-\tfrac12f_{xx}+\left[\tfrac12(l+\tfrac12)^2+r^2V\right]f=Er^2f. \tag{3}$$

With occupations $q_a$, the radial density is $D=\sum_aq_au_a^2$, and $n=D/(4\pi r^2)$. In exchange-only LDA the output is

$$F(U)=\frac1r\int_0^rD\,dr'+\int_r^\infty\frac{D}{r'}dr'-\left(\frac{3n}{\pi}\right)^{1/3}. \tag{4}$$

A self-consistent potential satisfies $R(U)=0$. Linear mixing, $U\leftarrow U+\beta R$, is (1) without history.

## From Pulay to Anderson

Pulay's form minimizes $\|\sum_ic_iR_i\|_W$ subject to $\sum_ic_i=1$, then takes $\sum_ic_i(U_i+\beta R_i)$. The constraint is removed by writing

$$c_0=g_0,\quad c_j=g_j-g_{j-1}\ (0<j<m),\quad c_m=1-g_{m-1}. \tag{5}$$

The sum telescopes to one. Conversely, $g_j=\sum_{i\le j}c_i$, so each admissible $c$ corresponds to one $g$. Collecting the coefficient of each $R_i$ gives

$$\sum_ic_iR_i=R_m-\sum_jg_j(R_{j+1}-R_j)=R_m-\Delta R\,g .$$

The same identity holds for $U_i$. Pulay's update thus becomes the first expression in (1). The gradient of $\|R_m-\Delta Rg\|_W^2$ with respect to $g$ is $-2\Delta R^TW(R_m-\Delta Rg)$. Setting it to zero gives $g$ in (1); full column rank makes the solution unique.

## From Anderson to a multisecant step

For a small change $\delta$, $R(U+\delta)\approx R(U)+J\delta$, where $J=F'-I$. Newton's step is $\delta=-J^{-1}R$. Stored differences obey $\Delta R\approx J\Delta U$, which motivates the condition $G\Delta R=\Delta U$ on an approximation $G$ to $J^{-1}$. The prior guess $G=-\beta I$ reproduces linear mixing.

When there are fewer differences than grid points, these conditions leave $G$ undetermined. Choose the solution that minimizes the Frobenius norm of

$$X=(G+\beta I)W^{-1/2}.$$

Let $A=W^{1/2}\Delta R$ and $Y=\Delta U+\beta\Delta R$. The secant condition becomes $XA=Y$. One solution is

$$X_0=Y(A^TA)^{-1}A^T .$$

Any other solution is $X_0+E$ with $EA=0$. The cross term in its squared norm vanishes:

$$\operatorname{tr}(X_0E^T)=\operatorname{tr}\left[Y(A^TA)^{-1}(EA)^T\right]=0 .$$

Hence $\|X_0+E\|_F^2=\|X_0\|_F^2+\|E\|_F^2$, and $X_0$ is the unique minimum. Substituting it into $G=-\beta I+X_0W^{1/2}$ gives (2), and $-GR_m=\beta R_m-Yg$ gives (1).

The fit also has a local meaning. Define $\bar U=U_m-\Delta Ug=\sum_ic_iU_i$ and $\rho=R_m-\Delta Rg$. The update is $\bar U+\beta\rho$: linear mixing from an extrapolated potential with a predicted residual. Near a solution $U_*$, with $R$ twice differentiable, write $e_i=U_i-U_*$ and $R_i=Je_i+O(\|e_i\|^2)$. The linear terms in $R(\bar U)$ and $\rho$ are both $J\sum_ic_ie_i$. They cancel, so

$$R(\bar U)-\rho=O\left(\max_i\|e_i\|^2\right), \tag{6}$$

provided the $c_i$ stay bounded. Large coefficients of opposite sign can spoil the prediction even when the fitted residual is small.

## What the metric changes

Let $g_V$ be the fit in another metric $V$, and $\rho_V=R_m-\Delta Rg_V$ its remainder. Inserting $R_m=\Delta Rg_V+\rho_V$ into (1) gives

$$g_W-g_V=(\Delta R^TW\Delta R)^{-1}\Delta R^TW\rho_V. \tag{7}$$

If the history can cancel the residual completely, $\rho_V=0$ and the metric is irrelevant. Otherwise it decides which part of the residual to reduce at the expense of another. It does not alter the equation $R=0$.

For $r_i=r_0e^{ih}$, take diagonal weights $w_i=hr_i^p$. Since $dx=dr/r$,

$$\sum_iw_iR_i^2\approx\int R^2r^p\,dx=\int R^2r^{p-1}\,dr. \tag{8}$$

Thus $p=1$ is the measure $dr$ and $p=3$ is the radial volume measure. A constant factor in $W$ cancels from $g$, so the plain dot product is $p=0$. Storing $rU$ instead of $U$ and keeping a plain dot product gives $\sum_i(r_iR_i)^2$, which is $p=2$. The scalar $\beta$ is unaffected by this rescaling. The choice of stored function is therefore a choice of metric.

**Inner end.** $R$ has a finite value $R(0)$ at the nucleus for the regular densities and starting potentials used here. Moving the first point inward from $r_0$ to $r_0e^{-L}$ adds approximately $LR(0)^2$ to the $p=0$ norm. For one stored difference $d=R_1-R_0$, let $a$ and $b$ be the original products $d^TWR_1$ and $d^TWd$. Then

$$g\approx\frac{a+LR_1(0)d(0)}{b+Ld(0)^2}\longrightarrow\frac{R_1(0)}{d(0)}\quad(L\to\infty,\ d(0)\ne0). \tag{9}$$

The fit becomes a condition at one point. With several differences, the added penalty $L[R_m(0)-\sum_jg_jd_j(0)]^2$ first enforces that condition and leaves the remaining freedom to the rest of the grid. For $p>0$, the region inside $r_0$ contributes about $R(0)^2r_0^p/p$, which vanishes as $r_0\to0$.

**Outer end.** If the input has the wrong screening charge, $R\to q/r$ at large $r$. Its squared norm contains $q^2\int r^{p-3}dr$. This grows logarithmically with $r_{\max}$ for $p=2$ and linearly for $p=3$. A start computed from a density with the correct electron number $N$ has the tail $N/r$. Later combinations keep it because $\sum_ic_i=1$. The residuals then have no $1/r$ tail beyond the radius where the output densities have decayed. If an input fails to bind an occupied orbital, the condition $f=0$ at the end of the grid still gives a discrete level, but its density spreads over the whole grid. Then $rR$ stays large far from the nucleus even though the charge is correct, and $R$ depends on $r_{\max}$.

## Implementation

```
choose p, beta, memory M, tolerance tau
U = F(U_parametric)             # correct screening charge
repeat up to an iteration limit:
    R = F(U) - U
    if max|r R| < tau: stop
    append (U, R); keep the latest M+1 pairs
    if only one pair: U = U + beta R; continue
    form dU, dR from successive pairs
    A = sqrt(w) * dR            # multiply row i by sqrt(w_i)
    s = column norms of A
    solve min || (A/s) y - sqrt(w) R || by SVD
    g = y/s
    U = U + beta R - (dU + beta dR) g
```

For $N_g$ grid points and $m$ differences, storage is $O(mN_g)$ and the least-squares work is $O(m^2N_g)$ when $m\ll N_g$. The matrix $G$ need not be formed; it would take $O(N_g^2)$ storage. Each evaluation of $F$ needs the radial eigenproblems and two cumulative integrals.

The least-squares problem should be solved directly. If $A$ has singular values $\sigma_k$, then $A^TA$ has eigenvalues $\sigma_k^2$, so forming the normal equations squares the condition number. Column scaling changes the variables of the fit but not its full-rank minimum. If small singular values are discarded, some secant conditions are relaxed and the full-rank equivalence no longer applies.

## Worked example: the Mo atom

The model is neutral Mo, $Z=42$, with fixed spherical occupations [Kr]4d$^5$5s$^1$. It is nonrelativistic and spin-unpolarized, with exchange-only LDA. Correlation, relativity, spin polarization and multiplet structure are left out.

The grid has 800 points from $10^{-5}$ to 30 bohr, so $h=\ln(3\times10^6)/799=0.01867$. Equation (3) is discretized with three-point differences. The number $(l+\frac12)^2$ is replaced by $[2\cosh((l+\frac12)h)-2]/h^2$, which makes $r^{l+1/2}$ an exact solution of the difference equation when $V=E=0$. The same power law supplies the inner boundary condition, and $f=0$ beyond the outer end. Bisection gives the eigenvalues, inverse iteration the orbitals, and the trapezoidal rule the integrals in (4).

The parametric potential is $U_{\rm par}=(Z-Z_{\rm eff})/r$, with

$$Z_{\rm eff}=1+\frac{Z-1}{1+3.5(e^{r/0.8}-1)},$$

where $r$ is in bohr. Its tail is $41/r$, whereas the output has $42/r$, so $q=1$. Between 20 and 30 bohr, the computed $p=3$ squared norm per unit length is 0.999 hartree² bohr², close to $q^2=1$. All runs therefore start from $F(U_{\rm par})$, which has the correct screening charge. This does not make the first residual short-ranged, because the start does not bind the 4d orbital. Its 4d level lies at about $+0.016$ hartree and exists only because $f=0$ is imposed at the end of the grid; it falls to about $+0.004$ hartree if $r_{\max}$ is 60 bohr. The five 4d electrons spread over the grid, and $rR$ is about $-2.5$, $-1.1$ and $-0.5$ hartree bohr at 10, 20 and 28 bohr. One linear step is enough to bind all occupied orbitals. The starting residual, its norms and the early fits below therefore depend on $r_{\max}$: the one-difference coefficient for $p=1$, 0.084 here, becomes about 0.099 at 60 bohr.

With $\beta=0.3$, $M=5$ and $\tau=10^{-6}$ hartree bohr, the numbers of residual evaluations are:

| Method | Evaluations |
|---|---:|
| $p=0$ | 15 |
| $p=1$ | 14 |
| $p=2$ | 14 |
| $p=3$ | 16 |
| Linear mixing | 40 |

The largest $|rR|$ starts at 4.12 hartree bohr. For $p=1$ it reaches $8.58\times10^{-7}$ after 13 updates, a mean factor of $(8.58\times10^{-7}/4.12)^{1/13}=0.31$ per update. Linear mixing reaches $9.39\times10^{-7}$ after 39 updates, a mean factor of 0.68. The value $\beta=0.3$ is not the best one for linear mixing: it needs about 24 evaluations at $\beta=0.55$ and does not converge within 50 at $\beta=0.65$ or above, while the $p=1$ run takes 13 or 14 for each $\beta$ tried between 0.3 and 1. History still matters more than the choice among these four metrics in this case, and it removes most of the sensitivity to $\beta$. The ranking also changes along the way: at the tenth evaluation $p=0$ has the smallest $\max|rR|$, $2.1\times10^{-3}$ hartree bohr, but on this grid it needs one evaluation more than $p=1$ and $p=2$. Differences of this size depend on the grid: on the extended grid below, $p=0$ and $p=1$ tie, and changing $r_{\max}$ between 20 and 60 bohr can shift the counts by one or two evaluations and reorder the metrics.

The similar counts conceal different fits. For the first five pairs of the $p=1$ run, the coefficients are

- $p=0$: $g=(-0.024,\ 2.245,\ -1.329,\ 0.763)$;
- $p=1$: $g=(0.019,\ -0.174,\ 0.119,\ 0.552)$;
- $p=3$: $g=(0.031,\ -0.446,\ 0.330,\ 0.523)$.

For $p=1$, equation (5) gives $c=(0.019,-0.193,0.293,0.433,0.448)$. For example, $c_2=0.119-(-0.174)=0.293$. The fit lowers the predicted residual norm from 0.443 to 0.0111 hartree bohr$^{1/2}$, a factor of 40. This is a linear prediction, not the norm measured after the update.

The accuracy of such predictions near the solution can be seen by adding $\epsilon e^{-\kappa r}$ to the converged potential, with $\kappa=0.5,2,8$ bohr$^{-1}$, and fitting the three resulting residuals with $p=1$. The norm of $R(\bar U)-\rho$ is $6.81\times10^{-7}$ hartree bohr$^{1/2}$ for $\epsilon=2\times10^{-3}$ hartree, and $4.25\times10^{-8}$ for $\epsilon=5\times10^{-4}$ hartree. Reducing $\epsilon$ by four reduces the error by 16, so the error is quadratic in $\epsilon$ here, the order of the bound (6).

The inner-end effect is large in the norm. At the start $R(0)\approx-10.92$ hartree. Adding 370 inner points at fixed $h$ moves the first point to about $10^{-8}$ bohr and gives $L=370h=6.906$, and the predicted addition to the $p=0$ squared norm is $6.906\times10.92^2\approx824$ hartree². The direct sums also differ by 824 hartree². Already on the original grid, the region $r<1/Z$ carries 78% of the starting squared norm for $p=0$, 5.4% for $p=1$, and $3.5\times10^{-4}$% for $p=3$.

After one linear step, the one-difference coefficient for $p=0$ moves from $-0.192$ to $-0.206$ when the grid is extended; its limit in (9) is $-0.228$. For $p=1$ it stays at 0.084, and for $p=3$ at 0.240. For one difference, $g=\sum_iw_id_i^2(R_1/d)_i/\sum_iw_id_i^2$ is a mean of the local ratio $R_1/d$ with positive weights $w_id_i^2$. That ratio is $-0.228$ at the inner edge, and the positive means for $p=1$ and $p=3$ show that it must be positive in some region farther out. The signs therefore differ because the metrics favour different regions: $p=0$ extrapolates beyond the latest potential, while the others move back towards the previous one. On the extended grid, $p=0$ and $p=1$ both take 14 evaluations. Dependence on $r_0$ is thus a real defect of the $p=0$ definition, but it does not slow this calculation.

The converged 4d and 5s levels are about $-0.114$ and $-0.118$ hartree; the latter is $-3.20$ eV. They are eigenvalues of this model on this grid, not predicted ionization energies. With the discretization error removed they become $-0.1144$ and $-0.1175$ hartree, shifts of about $3\times10^{-4}$ and $2\times10^{-4}$ hartree that leave their order unchanged. The half-filled 5s level lies below 4d, so the imposed configuration does not follow the order of these levels.

## Stability and failure modes

**Linear mixing can diverge.** Near a solution its error is multiplied by $I+\beta J$. A mode in which $F'$ has real eigenvalue $\lambda$ changes by $1-\beta(1-\lambda)$ per step. Strong negative response, $\lambda\ll-1$, requires a small $\beta$. The history can correct such modes, but (1) carries no guarantee of global convergence.

**The history can be inconsistent or nearly dependent.** If $\Delta R\,a=0$ while $\Delta U\,a\ne0$, no $G$ satisfies all secant conditions. Near dependence can produce large coefficients, which amplify both the quadratic error in (6) and numerical noise. At fixed coefficients, residual errors of norm $\eta$ change $\rho$ by at most $\eta\sum_i|c_i|$. They also change the fitted coefficients, and with a nearly dependent history that effect can be much larger. Shortening the history, truncating small singular values or restarting with linear steps limits this.

**With $\beta=0$ the search cannot leave its history.** The update is then $\sum_ic_iU_i$, an affine combination of stored potentials. The term $\beta\rho$ supplies a new direction.

**Changing occupations can make $F$ discontinuous.** If electrons are reassigned whenever two levels cross, $R$ need not have the derivative assumed above. The close 4d and 5s levels make this relevant to Mo. Fixed occupations avoid it here; smooth fractional occupations are another possibility, but they define a different map.

**The stopping rule has its own metric.** The condition $|rR|<\tau$ permits $|R|<\tau/r$. With $\tau=10^{-6}$ hartree bohr, that bound is 0.1 hartree at $r=10^{-5}$ bohr. To first order, replacing $U$ by $F(U)$ shifts an orbital energy by $\int u^2R\,dr$, whose magnitude is below $\tau\int u^2r^{-1}dr$. For a hydrogenic 1s orbital the last integral is $Z$, giving a bound of $4.2\times10^{-5}$ hartree for $Z=42$. If the potential at the nucleus is itself needed, a separate limit on $|R|$ should be imposed there.

For a log-grid implementation, $p=1$ is a reasonable initial choice: its norm has a finite inner limit and also converges for a $1/r$ tail. The Mo results do not establish it as the fastest choice for other atoms or starting potentials.
